# How Fock exchange affects spin-orbit splitting through spin currents

**Q.** We resolve a spin-orbit doublet in the p-derived valence states of tellurium. Two-component calculations with PBE and with a hybrid functional use the same spin-orbit operator, yet the hybrid splitting is larger. Exchange is electrostatic. How does it get into a spin-orbit splitting?

**A.** Besides reshaping the radial functions, it enters through a part of the density matrix that spin-orbit coupling creates, which Fock exchange reads and PBE does not. I use Gaussian units and $h_{SO}=\tfrac12\xi(r)\,\mathbf l\cdot\boldsymbol\sigma$, with $\mathbf l$ and the Pauli matrices $\boldsymbol\sigma$ dimensionless. From $\mathbf j^2=\mathbf l^2+\mathbf l\cdot\boldsymbol\sigma+\tfrac34$, a p shell has $\mathbf l\cdot\boldsymbol\sigma=c_j=j(j+1)-\tfrac{11}{4}$, so $c_{3/2}=+1$ and $c_{1/2}=-2$. With radial function $R$ and $\zeta=\langle R|\xi|R\rangle$, the bare splitting is $3\zeta/2$.

Expand the occupied spinors in real orbitals $\chi_\mu$:
$$\gamma(\mathbf r,\mathbf r')=\sum_i\psi_i(\mathbf r)\psi_i^\dagger(\mathbf r')=\sum_{\mu\nu}\chi_\mu(\mathbf r)P_{\mu\nu}\chi_\nu(\mathbf r'),\qquad P=\tfrac12\sum_{c=0,x,y,z}\sigma_c\otimes P^c .$$
Here $\sigma_0=1$ and $P^c=\mathrm{tr}_\sigma(\sigma_cP)$, because $\mathrm{tr}\,\sigma_c\sigma_d=2\delta_{cd}$; likewise $\gamma^c=\mathrm{tr}_\sigma(\sigma_c\gamma)$. Since $P$ and $\sigma_c$ are Hermitian, each $P^c$ is Hermitian.

Assume the state is nonmagnetic, with both partners of every Kramers pair occupied. Time reversal, $\psi\to i\sigma_y\psi^*$, sends $P\to\sigma_yP^*\sigma_y$ and must leave $P$ unchanged. Direct multiplication gives $\sigma_y\sigma_0^*\sigma_y=\sigma_0$ and $\sigma_y\sigma_c^*\sigma_y=-\sigma_c$ for $c=x,y,z$. Therefore $P^{0*}=P^0$ and $P^{c*}=-P^c$. A real Hermitian matrix is symmetric and an imaginary one is antisymmetric, so $P^c=iA^c$ with $A^c$ real and antisymmetric.

**Q.** What does an imaginary block correspond to physically?

**A.** It is not magnetization. $m^c(\mathbf r)=\gamma^c(\mathbf r,\mathbf r)=i\sum A^c_{\mu\nu}\chi_\mu\chi_\nu=0$, because an antisymmetric matrix is contracted with a symmetric one. The spin kinetic-energy density, proportional to $\sum P^c_{\mu\nu}\nabla\chi_\mu\cdot\nabla\chi_\nu$, vanishes for the same reason. One gradient survives, the spin-current density
$$\mathbf J^c=\frac{\hbar}{m}\,\mathrm{Im}\sum_i\psi_i^\dagger\sigma_c\nabla\psi_i=\frac{\hbar}{m}\,\mathrm{Im}\,\nabla_{\mathbf r}\gamma^c(\mathbf r,\mathbf r')\Big|_{\mathbf r'=\mathbf r}=\frac{\hbar}{m}\sum_{\mu\nu}A^c_{\mu\nu}\chi_\nu\nabla\chi_\mu .$$
It is the canonical flux, built from $\mathbf p/m$, of spin-up minus spin-down electrons, with spin measured along axis $c$. Spin-orbit coupling also adds $\tfrac12\xi\,\boldsymbol\sigma\times\mathbf r/\hbar$ to the velocity; the resulting extra spin flux, $\tfrac12\xi n\,\mathbf e_c\times\mathbf r/\hbar$, depends only on the density and is not part of $\mathbf J^c$. The particle current, $c=0$, vanishes because $P^0$ is real: opposite spins circulate in opposite senses. A first-order Taylor expansion, with $\mu\leftrightarrow\nu$ relabelled in the second term, gives
$$\gamma^c(\mathbf r+\tfrac{\mathbf u}2,\mathbf r-\tfrac{\mathbf u}2)\approx i\sum A^c_{\mu\nu}\tfrac{\mathbf u}{2}\cdot(\chi_\nu\nabla\chi_\mu-\chi_\mu\nabla\chi_\nu)=i\,\frac m\hbar\,\mathbf u\cdot\mathbf J^c .$$
So $\gamma^c$ is zero on the diagonal and $\mathbf J^c$ is its slope off the diagonal.

**Q.** And a semilocal functional misses this?

**A.** Yes, if "semilocal" means a functional of $n$, $\mathbf m$, their gradients and the kinetic-energy densities. In a Kramers-symmetric state all of these come from $P^0$. Fock exchange samples the off-diagonal. Using $\gamma(\mathbf r',\mathbf r)=\gamma(\mathbf r,\mathbf r')^\dagger$ and the trace rule,
$$E_x=-\frac{e^2}{2}\iint\frac{\mathrm{tr}_\sigma[\gamma(\mathbf r,\mathbf r')\gamma(\mathbf r',\mathbf r)]}{|\mathbf r-\mathbf r'|}=-\frac{e^2}{4}\sum_{c=0}^{z}\iint\frac{|\gamma^c(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}=-\frac14\sum_c\mathrm{tr}\big(P^cK[P^c]\big),$$
where $K[A]_{\mu\nu}=\sum_{\lambda\kappa}(\mu\lambda|\kappa\nu)A_{\lambda\kappa}$ and $(\mu\lambda|\kappa\nu)=e^2\iint\chi_\mu\chi_\lambda(\mathbf r)\chi_\kappa\chi_\nu(\mathbf r')/|\mathbf r-\mathbf r'|$. At fixed $P^0$, any spin current lowers $E_x$. With a fraction $a$ of Fock exchange, Hartree matrix $J_H$ and remaining semilocal potential $v_{sl}$, the Fock matrix is
$$F=h_0+h_{SO}+J_H[P^0]+v_{sl}[P^0]-\frac a2\sum_c\sigma_c\otimes K[P^c].$$
Take a gapped, spin-singlet reference at $\xi=0$. Its linear response commutes with spin rotations. A spin rotation by $\pi$ about $x$ reverses the $\sigma_y$ and $\sigma_z$ parts of $h_{SO}$ and leaves $\delta P^0$ alone, so these parts cannot contribute to $\delta P^0$; a rotation about $y$ removes the $\sigma_x$ part. Hence $\delta P^0=0$ at first order in $\xi$, and the only feedback is $K[P^{x,y,z}]$. Functionals built to depend on $\mathbf J^c$ do respond, so the blindness belongs to the list of variables.

**Q.** Can you put a size and a sign on it for a p shell?

**A.** Take $\chi_\mu=g(r)x_\mu$ with $g=\sqrt{3/4\pi}\,R/r$ and $\int R^2r^2dr=1$. Since $l_z y=-i(x\partial_y-y\partial_x)y=-ix$, the matrices are $(l_c)_{\mu\nu}=-i\epsilon_{c\mu\nu}$. The projectors on the two eigenvalues of $\mathbf l\cdot\boldsymbol\sigma$ are $\Pi_{3/2}=(2+\mathbf l\cdot\boldsymbol\sigma)/3$ and $\Pi_{1/2}=(1-\mathbf l\cdot\boldsymbol\sigma)/3$. A spherical state with occupations $n_j$ per spinor has
$$P=n_{3/2}\Pi_{3/2}+n_{1/2}\Pi_{1/2}=\bar n-\tfrac D3\,\mathbf l\cdot\boldsymbol\sigma,\qquad \bar n=\tfrac13(2n_{3/2}+n_{1/2}),\quad D=n_{1/2}-n_{3/2}.$$
Thus $P^0=2\bar n$, $P^c=-\tfrac{2D}{3}l_c$ and $A^c_{\mu\nu}=\tfrac{2D}3\epsilon_{c\mu\nu}$. In the current, $\partial_k\chi_\mu=g\delta_{k\mu}+g'x_\mu x_k/r$, and the $g'$ term drops because $\epsilon_{c\mu\nu}x_\mu x_\nu=0$. With $\epsilon_{ck\nu}x_\nu=-(\mathbf e_c\times\mathbf r)_k$,
$$\mathbf J^c=-\frac\hbar m\frac{2D}{3}g^2\,\mathbf e_c\times\mathbf r=-\frac\hbar m\,\frac{D\,R^2}{2\pi r^2}\,\mathbf e_c\times\mathbf r .$$
Finite-difference gradients of explicit Clebsch–Gordan spinors reproduce this numerically.

For the integrals use $1/|\mathbf r-\mathbf r'|=\sum_k(r_<^k/r_>^{k+1})P_k(\hat{\mathbf r}\cdot\hat{\mathbf r}')$ and define $F^k=e^2\iint R^2(r)R^2(r')\,(r_<^k/r_>^{k+1})\,r^2r'^2dr\,dr'$. The angular product is $\tfrac{3}{4\pi}\hat x_\mu\hat x_\nu=\tfrac1{4\pi}\delta_{\mu\nu}+\tfrac3{4\pi}T_{\mu\nu}$, where $T_{\mu\nu}=\hat x_\mu\hat x_\nu-\tfrac13\delta_{\mu\nu}$ is pure $l=2$. By the addition theorem, $\int d\Omega'P_k(\hat{\mathbf r}\cdot\hat{\mathbf r}')f_l(\hat{\mathbf r}')=\tfrac{4\pi}{2k+1}\delta_{kl}f_l(\hat{\mathbf r})$. The $k=0$ term is $F^0\delta_{\mu\nu}\delta_{\lambda\kappa}$, and the $k=2$ term is $F^2(\tfrac{3}{4\pi})^2\tfrac{4\pi}5\int T_{\mu\nu}T_{\lambda\kappa}d\Omega$. Isotropy gives $\int\hat x_\mu\hat x_\nu d\Omega=\tfrac{4\pi}3\delta_{\mu\nu}$ and $\int\hat x_\mu\hat x_\nu\hat x_\lambda\hat x_\kappa d\Omega=\tfrac{4\pi}{15}(\delta_{\mu\nu}\delta_{\lambda\kappa}+\delta_{\mu\lambda}\delta_{\nu\kappa}+\delta_{\mu\kappa}\delta_{\nu\lambda})$, the constants following from full contraction ($3$, and $9+3+3=15$). The $\tfrac13\delta$ pieces add $(-\tfrac19-\tfrac19+\tfrac19)4\pi\,\delta_{\mu\nu}\delta_{\lambda\kappa}$. The prefactor is $\tfrac95$, with $\tfrac95\cdot\tfrac1{15}=\tfrac3{25}$ and $\tfrac95(\tfrac1{15}-\tfrac19)=-\tfrac2{25}$:
$$(\mu\nu|\lambda\kappa)=F^0\delta_{\mu\nu}\delta_{\lambda\kappa}+\tfrac{F^2}{25}\big[3(\delta_{\mu\lambda}\delta_{\nu\kappa}+\delta_{\mu\kappa}\delta_{\nu\lambda})-2\delta_{\mu\nu}\delta_{\lambda\kappa}\big].$$
Inserting this in $K$,
$$K[A]_{\mu\nu}=F^0A_{\mu\nu}+\tfrac{F^2}{25}\big[3A_{\nu\mu}+3\delta_{\mu\nu}\mathrm{tr}A-2A_{\mu\nu}\big].$$
The unit matrix has eigenvalue $F^0+\tfrac{3+9-2}{25}F^2=F^0+\tfrac25F^2$, symmetric traceless matrices have $F^0+\tfrac1{25}F^2$, and antisymmetric ones have
$$U_1=F^0+\tfrac{-3-2}{25}F^2=F^0-\tfrac15F^2 .$$
Because $r_<^2/r_>^3\le1/r_>$, $F^2<F^0$ and $U_1>\tfrac45F^0>0$. The spin-current term in $F$ is $-\tfrac a2\sum_c\sigma_cU_1(-\tfrac{2D}3l_c)=\tfrac13aU_1D\,\mathbf l\cdot\boldsymbol\sigma$, which has the form of $h_{SO}$. With $c_{3/2}-c_{1/2}=3$,
$$\Delta=\varepsilon_{3/2}-\varepsilon_{1/2}=\tfrac32\zeta+aU_1D,\qquad\zeta_{\rm eff}=\zeta+\tfrac23aU_1D .$$
Since $\mathrm{tr}\,l_c^2=2$, the spin-current exchange energy is $-\tfrac14\cdot3\cdot U_1\cdot\tfrac{4D^2}9\cdot2=-\tfrac23U_1D^2$, times $a$.

The dominant $F^0$ is the removal of self-interaction: the better-filled level is pulled down further. Spin-orbit coupling fills $j=\tfrac12$ preferentially, so $D>0$ and the splitting grows. One limit needs care. For an isolated $p^2$ shell with $D=1$, $\Delta=\tfrac32\zeta+aU_1$ stays finite as $\zeta\to0$. That is the occupied–virtual gap of Fock exchange, not a renormalized coupling; the reference is degenerate there and the first-order argument does not apply.

**Q.** In a solid the occupations are fractional. What fixes $D$?

**A.** Covalency. Couple each p spinor, at energy $x_j$, by $-t$ to a noninteracting partner at zero energy, and fill the six bonding levels. The $2\times2$ problem gives $E_-=\tfrac x2-\sqrt{x^2/4+t^2}$. By the Hellmann–Feynman theorem the p weight is $n=dE_-/dx$:
$$n(x)=\tfrac12\Big[1-\frac{x}{\sqrt{x^2+4t^2}}\Big],\qquad\chi=-n'=\frac12\,\frac{(x^2+4t^2)-x^2}{(x^2+4t^2)^{3/2}}=\frac{2t^2}{(x^2+4t^2)^{3/2}} .$$
To first order $D=n(x_{1/2})-n(x_{3/2})=\chi\Delta$. Then $\Delta=\tfrac32\zeta+aU_1\chi\Delta$, so
$$\Delta=\frac{3\zeta/2}{1-aU_1\chi},$$
and the bonding levels, the occupied states of the model, split by $\bar n\Delta$. The enhancement disappears for $a=0$ and for $\chi\to0$, reached for $|x|\to\infty$ at fixed $t$ (full or empty shell) or for $t\to\infty$ at fixed $x$. Among Kramers-symmetric states, the current-free solution at $\zeta=0$ becomes locally unstable at $aU_1\chi=1$, and at finite $\zeta$ the linear formula fails before that. The onset is not continuous when $n''\neq0$: for the inputs below, where $n''<0$, a self-consistent solution with $D\approx-0.37$ already lies $0.016$ eV below $D=0$ at $aU_1\chi=0.98$. With these inputs that takes $a=1.66$, beyond full Fock exchange. Without that restriction a magnetization comes first (in this model, whose only spin potential is Fock exchange): $P=\bar n+m\sigma_z$ has $P^z=2m$, feels $-a(F^0+\tfrac25F^2)m\,\sigma_z$, and goes unstable at $a(F^0+\tfrac25F^2)\chi=1$, which is reached earlier because $F^0+\tfrac25F^2>U_1$.

As chosen inputs for a Te-like 5p model, take $R\propto r^3e^{-\beta r}$ with $\beta=1.7375/a_0$, $\zeta=0.5$ eV, $t=3.0$ eV and $\bar n_0=\tfrac23$. Setting $n=\tfrac23$ requires $x_0/\sqrt{x_0^2+4t^2}=-\tfrac13$, so $x_0=-t/\sqrt2=-2.1213$ eV and the root is $6.3640$ eV. Radial quadrature gives $F^0=9.4987$ eV and $F^2=5.3219$ eV. Then $U_1=9.4987-5.3219/5=8.434$ eV, $\chi=2(3.0)^2/6.3640^3=0.06984$ eV$^{-1}$ and $U_1\chi=0.5890$. For $a=0.25$ the factor is $1/(1-0.25\times0.5890)=1.1727$ and $\Delta=0.7500\times1.1727=0.8795$ eV; for $a=1$ it is $2.433$ and $\Delta=1.825$ eV.

At finite $\zeta$ the mean level also moves: $x_j=x_0+S(\bar n-\bar n_0)+c_j(\tfrac12\zeta+\tfrac13aU_1D)$. The Hartree term gives $2\bar n\sum_\lambda(\mu\mu|\lambda\lambda)=6\bar nF^0$, the $F^2$ part being $3\cdot2-2\cdot3=0$, and scalar exchange gives $-\bar n(F^0+\tfrac25F^2)$. So $S=5F^0-\tfrac25F^2=45.36$ eV, which I keep for all $a$ so that $a$ controls only the spin-current channel. A self-consistent diagonalization of the $12\times12$ matrix, which also confirms the linear factors at small $\zeta$, gives:

| $a$ | $D$ | $\Delta$ (eV) | bonding split (eV) |
|---|---|---|---|
| 0 | 0.05124 | 0.7500 | 0.5067 |
| 0.25 | 0.05957 | 0.8756 | 0.5929 |
| 1 | 0.11182 | 1.6931 | 1.1634 |

For $a=0.25$, $0.7500+0.25\times8.434\times0.05957=0.7500+0.1256=0.8756$ eV. For $a>0$, $\Delta$ lies below the linear value, because $D<\chi\Delta$. The bonding split need not: since $E_-''=-\chi$, it is $E_-(x_0+\tfrac13\Delta)-E_-(x_0-\tfrac23\Delta)=\bar n_0\Delta+\tfrac16\chi\Delta^2$ to second order. It exceeds the linear values $0.5000$ and $0.5863$ eV at $a=0$ and $0.25$, and falls below the linear $1.2167$ eV at $a=1$, where the drop in $\Delta$ dominates. The inequality $D<\chi\Delta$ follows from the same kind of expansion: $D=n(x_0-\tfrac23\Delta)-n(x_0+\tfrac13\Delta)=\chi\Delta+\tfrac12n''(\tfrac49-\tfrac19)\Delta^2$, and $n''=6t^2x/(x^2+4t^2)^{5/2}<0$ for $x<0$. The row $a=0$ shows that a semilocal state does carry a spin current; it only lacks the potential conjugate to it. The spin-current exchange term $-\tfrac23aU_1D^2$ is $-0.00499$ eV at $a=0.25$, quadratic in $D$, while the level shift is linear. The net energy gain is smaller than this term, since $dE/da=-\tfrac23U_1D^2$ and $D$ grows with $a$. The current is largest perpendicular to $\mathbf e_c$, where $|\mathbf J^c|=(\hbar/m)DR^2/2\pi r\propto r^5e^{-2\beta r}$ peaks at $r=5/2\beta=1.4388\,a_0$. For $a=0.25$, $DR^2/2\pi r=7.220\times10^{-4}\,a_0^{-4}$ there, and with $\hbar/m$ and $a_0$ in CGS units this canonical current equals $7.220\times10^{-4}\times1.15768/(5.29177\times10^{-9})^4=1.066\times10^{30}$ cm$^{-2}$s$^{-1}$. These $F^k$ are unscreened, so a screened hybrid in a solid has a smaller effective $U_1$. The model is also spherical, with $x_0$, $t$ and $S$ fixed as $a$ changes. In trigonal Te the chain bonding splits the p states into bonding, lone-pair and antibonding groups, so $j$ is not a good label, and a hybrid changes the hybridization as well. The model shows the mechanism, not the size of your doublet.

**Q.** For a filled $p^6$ shell $D=0$. Is there then no effect?

**A.** None with one radial function. It returns because the two $j$ levels relax differently. At first order the Fock operator gains $W\,\mathbf l\cdot\boldsymbol\sigma$, with $W$ a radial operator, so channel $j$ feels $c_jW$ and $R_j=R+c_j\delta$ with $\int R\,\delta\,r^2dr=0$. The radial and spin-angular structure of $\gamma$ is $\sum_j\Pi_jR_j(r)R_j(r')$, and $\sum_jc_j\Pi_j=\mathbf l\cdot\boldsymbol\sigma$ gives the first-order part $\mathbf l\cdot\boldsymbol\sigma\,[R(r)\delta(r')+\delta(r)R(r')]$. This replaces $-\tfrac D3R^2$ by $2R\delta$ in the current, $\mathbf J^c=(\hbar/m)(3R\delta/\pi r^2)\,\mathbf e_c\times\mathbf r$, which reverses direction with radius.

The angular algebra is unchanged. Let $I^k(AB|CD)$ be $F^k$ with the two factors $R^2$ replaced by $A(r)B(r)$ and $C(r')D(r')$, and let $U=I^0-\tfrac15I^2$. The Pauli blocks are $2l_c$ times the bracket, so the prefactor is $-\tfrac a2\cdot2=-a$:
$$W_{AD}=\tfrac12\xi_{AD}-a\big[U(AR|\delta D)+U(A\delta|RD)\big].$$
Expand $\delta=\sum_bd_bR_b$ in virtual radial p functions of the scalar problem, label $R$ as $0$, and use $d_b=-W_{b0}/(\varepsilon_b-\varepsilon_0)$:
$$(\varepsilon_b-\varepsilon_0)d_b-a\sum_{b'}\big[U(b0|b'0)+U(bb'|00)\big]d_{b'}=-\tfrac12\xi_{b0}.$$
The two terms in $W_{00}$ are equal, and $\Delta=3W_{00}$:
$$\Delta=\tfrac32\zeta-6a\,U(RR|R\delta).$$
Filled s shells do not enter, since $\mathbf l\cdot\boldsymbol\sigma$ annihilates them. This assumes $R$ is the only occupied shell with $l>0$; other filled p or d shells would add their own spin currents to $W$.

**Q.** Is the sign guaranteed?

**A.** It is, to first order in $a$, for nodeless $R$ and decreasing $\xi$. At that order $\delta$ comes from a local potential $v$, with $H=-\tfrac{\hbar^2}{2m}r^{-2}\partial_rr^2\partial_r+\hbar^2/mr^2+v$ and $(H-\varepsilon_0)\delta=-\tfrac12(\xi-\zeta)R$. Put $\delta=Rf$ and $\rho=r^2R^2$. Terms without derivatives of $f$ cancel by $HR=\varepsilon_0R$, leaving $-\tfrac{\hbar^2}{2m}[Rf''+2R'f'+\tfrac2rRf']=-\tfrac{\hbar^2}{2m}(\rho f')'/(r^2R)$. Therefore
$$\frac{\hbar^2}{2m}\rho f'(r)=\frac12\int_0^r\rho(s)\,[\xi(s)-\zeta]\,ds .$$
The integrand is positive, then negative, with total zero, so the integral is positive and $f'>0$: $j=\tfrac32$ expands and $j=\tfrac12$ contracts.

Next, $U(RR|R\delta)=\int\rho Vf\,dr$ with $V=Y^0-\tfrac15Y^2$ and $Y^k=e^2[r^{-k-1}\int_0^r\rho s^kds+r^k\int_r^\infty\rho s^{-k-1}ds]$. On differentiating, the boundary terms $\pm\rho/r$ cancel. With $Q=\int_0^r\rho\,ds$ and $\int_0^r\rho s^2ds\le r^2Q$,
$$\frac{V'}{e^2}=-\frac Q{r^2}+\frac{3}{5r^4}\int_0^r\rho s^2ds-\frac{2r}5\int_r^\infty\frac\rho{s^3}ds\le-\frac25\frac{Q}{r^2}<0 .$$
Expanding the product and using $\int\rho=1$, $\int\rho f=0$,
$$\int\rho Vf\,dr=\tfrac12\iint\rho(r)\rho(s)[V(r)-V(s)][f(r)-f(s)]\,dr\,ds<0,$$
because $V$ falls where $f$ rises. Hence $\Delta>\tfrac32\zeta$: the spin-current term $-2ac_jU(RR|R\delta)$ lowers the compact $j=\tfrac12$ level and raises the expanded $j=\tfrac32$ level. For 3p and higher, $f$ is singular at the nodes and this proof does not hold.

**Q.** How large is it in a real ion?

**A.** Take Mg$^{2+}$ $2p^6$ with all electrons, Gaussian exponents $0.3\cdot3^k$ (s, $k=0$–$9$) and $0.25\cdot2.8^k$ (p, $k=0$–$7$) in $a_0^{-2}$, and the model $\xi=Ze^2\hbar^2/2m^2c^2r^3$. Since $\hbar/mc=\alpha a_0$, $\zeta=\tfrac12Z\alpha^2\langle a_0^3/r^3\rangle\,e^2/a_0$. For PBE, $\zeta=6\times0.0072974^2\times25.5307\times27.21139$ eV $=221.97$ meV. The response equation was solved with radial quadrature. Independently, two-component SCF was run with $h_{SO}$ scaled by $+0.25$ and $-0.25$; averaging the two splittings cancels the second-order term, and dividing by $0.25$ gives the linear splitting. Energies are in meV:

| | $3\zeta/2$ | $-6U(RR\vert R\delta)$ | $\Delta$ |
|---|---|---|---|
| PBE, $a=0$ | 332.96 | 59.35 | 332.96 |
| PBE0, $a=0.25$ | 331.15 | 58.98 | 345.89 |
| HF, $a=1$ | 326.17 | 58.74 | 384.91 |

For PBE0 the spin-current part is $0.25\times58.98=14.75$ meV, or 4.45% of $3\zeta/2$; for Hartree–Fock, $326.17+58.74=384.91$ meV, or 18.01%. Formula and SCF agree in every digit shown, and deleting $K[P^{x,y,z}]$ from the SCF returns 331.15 and 326.17 meV. The digits belong to this basis. A denser one (16 s, 13 p) raises $\Delta$ to 346.62 meV for PBE0 and 385.71 meV for Hartree–Fock, with percentages 4.46% and 18.02%, and a 22 s, 17 p basis raises $3\zeta/2$ by about 1 meV in every row. The radius $\langle r\rangle_{3/2}$ exceeds $\langle r\rangle_{1/2}$ by $2.335\times10^{-3}a_0$ in Hartree–Fock.

**Q.** I was told hybrids simply contract the orbital and raise $\zeta$.

**A.** For this ion the numbers say otherwise. From PBE to Hartree–Fock $\langle r\rangle$ does shrink, from $0.68415$ to $0.68102\,a_0$, but $\langle r^{-3}\rangle$ falls, from $25.53$ to $25.01\,a_0^{-3}$; it probes the region near the nucleus, which $\langle r\rangle$ does not. The 22 s, 17 p basis keeps both trends, with $0.68410\to0.68089\,a_0$ and $25.61\to25.08\,a_0^{-3}$. The scalar effect lowers the splitting here, and the whole increase comes from the imaginary blocks. It follows that adding $h_{SO}$ once, as an expectation value on scalar hybrid orbitals, misses the spin-current enhancement entirely. Before comparing with your spectrum, note that my $\xi$ uses the bare nuclear field, whereas the field of the other electrons opposes it and would reduce the coupling, and that these are orbital-energy differences, without the relaxation and correlation of the ionized state.

## Values computed for the example and the checks

```
Example A (Te-like 5p), chosen inputs:
beta = 1.7375 /a0, zeta = 0.5 eV, t = 3.0 eV, nbar0 = 0.6667
<r> = 2.5899 a0, x0 = -2.1213 eV, bonding gap = 6.3640 eV
F0 = 9.4987 eV, F2 = 5.3219 eV
K eigenvalues: rank0 11.6275, rank1 U1 8.4344, rank2 9.7116 eV
S = 45.3649 eV, chi = 0.06984 /eV, U1*chi = 0.5890, 3zeta/2 = 0.7500 eV
a=0.0: linear factor 1.0000, linear Delta 0.7500 eV, x nbar0 0.5000 eV
   full SCF: n1/2 0.70066, n3/2 0.64942, D 0.05124, nbar 0.66650
   Delta 0.7500 eV, a*U1*D 0.0000 eV, zeta_eff 0.5000 eV
   bonding split 0.5067 eV, a*Ex(spin current) -0.00000 eV
a=0.25: linear factor 1.1727, linear Delta 0.8795 eV, x nbar0 0.5863 eV
   full SCF: n1/2 0.70616, n3/2 0.64658, D 0.05957, nbar 0.66644
   Delta 0.8756 eV, a*U1*D 0.1256 eV, zeta_eff 0.5837 eV
   bonding split 0.5929 eV, a*Ex(spin current) -0.00499 eV
a=1.0: linear factor 2.4333, linear Delta 1.8250 eV, x nbar0 1.2167 eV
   full SCF: n1/2 0.74035, n3/2 0.62853, D 0.11182, nbar 0.66581
   Delta 1.6931 eV, a*U1*D 0.9431 eV, zeta_eff 1.1287 eV
   bonding split 1.1634 eV, a*Ex(spin current) -0.07030 eV
hbar/m = 1.15768 cm^2/s, a0 = 5.29177e-09 cm
a=0.25 peak |J^c| at r = 1.4388 a0: 7.2204e-04 hbar/(m a0^4) = 1.0660e+30 /(cm^2 s)
Example B (Mg2+ 2p6): Z = 12, alpha = 0.0072974, hartree = 27.21139 eV
basis exponents (1/a0^2): s 0.3*3^k, k=0..9; p 0.25*2.8^k, k=0..7
PBE (a=0.0): eps2p -66.737 eV, <r^-3> 25.5307 /a0^3, U1 33.458 eV
   zeta 221.97 meV, 3zeta/2 332.96 meV, -6U(RR|Rdelta) 59.35 meV
   spin-current part 0.00 meV = 0.00 % of 3zeta/2
   Delta formula 332.96 meV, 2c SCF 332.96 meV
   2c SCF without K[P^xyz] 332.96 meV
   <r> 0.68415 a0, <r>3/2 - <r>1/2 2.384e-03 a0
PBE0 (a=0.25): eps2p -70.805 eV, <r^-3> 25.3921 /a0^3, U1 33.485 eV
   zeta 220.77 meV, 3zeta/2 331.15 meV, -6U(RR|Rdelta) 58.98 meV
   spin-current part 14.75 meV = 4.45 % of 3zeta/2
   Delta formula 345.89 meV, 2c SCF 345.89 meV
   2c SCF without K[P^xyz] 331.15 meV
   <r> 0.68290 a0, <r>3/2 - <r>1/2 2.359e-03 a0
HF (a=1.0): eps2p -81.827 eV, <r^-3> 25.0103 /a0^3, U1 33.509 eV
   zeta 217.45 meV, 3zeta/2 326.17 meV, -6U(RR|Rdelta) 58.74 meV
   spin-current part 58.74 meV = 18.01 % of 3zeta/2
   Delta formula 384.91 meV, 2c SCF 384.91 meV
   2c SCF without K[P^xyz] 326.17 meV
   <r> 0.68102 a0, <r>3/2 - <r>1/2 2.335e-03 a0
```
